**Zero-point energy and the hydrogen barrier in a model fcc host**

The program shows that zero-point motion raises a hydrogen migration barrier when the stable saddle modes stiffen enough to outweigh the lost mode. Hydrogen is repelled by each metal atom as A exp(−r/ρ), where r is their separation, A the strength and ρ the range; O and T are the octahedral and tetrahedral sites. The program asserts that the analytic force constants agree with finite differences of the energy, and that the nearest-shell frequency ratio lies above 3/2 for two short ranges and below it for a softer repulsion. It also asserts that the correction from O stays positive when the Schrödinger equation is solved on a grid and when the metal atoms may relax. Further assertions cover the activation energy, the parabolic tunnelling factor and the high-temperature limit. The output gives a classical barrier of 0.2291 eV from O and a harmonic correction of +21.47 meV, which becomes +19.50 meV with anharmonicity and +14.26 meV in the relaxed host. For escape from T through the same saddle the harmonic correction is −7.70 meV. With tunnelling included, the hydrogen rate at 300 K is 0.667 of its classical value, and hydrogen remains faster than deuterium.

## Numerical check

```python
"""
Result under test: zero-point motion RAISES a hydrogen migration barrier when
half the sum of the stable saddle quanta exceeds half the sum at the minimum.
Model: H in an fcc host, repelled by each metal atom as A*exp(-r/rho).
O = octahedral site, T = tetrahedral site, window = triangle between them.
Lengths are in nm, energies in eV, masses in atomic mass units.
A vibrational quantum is hbar*omega; a negative value marks an unstable mode.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import csr_matrix, diags, identity, kron
from scipy.sparse.linalg import eigsh
from scipy.special import expit

HBAR2_PER_U = const.hbar**2 / (const.atomic_mass * const.e * 1e-18)
KB = const.k / const.e
MASS_H = (const.m_p + const.m_e) / const.atomic_mass
MASS_D = (const.physical_constants["deuteron mass"][0]
          + const.m_e) / const.atomic_mass
MASS_HOST = 106.42
LATTICE, RHO, STRENGTH = 0.39, 0.025, 80.0
HOST_SPRING = 1000.0

indices = np.array([v for v in itertools.product(range(-3, 4), repeat=3)
                    if sum(v) % 2 == 1], dtype=float)
SITES = indices * LATTICE / 2
AXIS = np.ones(3) / np.sqrt(3)
TRANSVERSE = np.array([[1, -1, 0], [1, 1, -2]], dtype=float)
TRANSVERSE /= np.linalg.norm(TRANSVERSE, axis=1)[:, None]


def energy(points, atoms=SITES, rho=RHO):
    points = np.atleast_2d(points)
    r = np.linalg.norm(points[:, None, :] - atoms[None, :, :], axis=2)
    return STRENGTH * np.exp(-r / rho).sum(axis=1)


def pair_hessians(h, atoms=SITES, rho=RHO):
    d = h - atoms
    r = np.linalg.norm(d, axis=1)
    n = d / r[:, None]
    phi = STRENGTH * np.exp(-r / rho)
    along = n[:, :, None] * n[:, None, :]
    return ((phi / rho**2)[:, None, None] * along
            - (phi / (rho * r))[:, None, None] * (np.eye(3) - along))


def difference_hessian(h, atoms=SITES, rho=RHO, step=2e-5):
    result = np.zeros((3, 3))
    shifts = np.eye(3) * step
    for i in range(3):
        for j in range(3):
            p, q = shifts[i], shifts[j]
            values = energy(np.array([h+p+q, h+p-q, h-p+q, h-p-q]),
                            atoms, rho)
            result[i, j] = np.dot(values, [1, -1, -1, 1]) / (4 * step**2)
    return result


def quanta(hessian, mass=MASS_H):
    k = np.linalg.eigvalsh(hessian)
    return np.sign(k) * np.sqrt(np.abs(k) * HBAR2_PER_U / mass)


def relaxed_atoms(h, spring):
    atoms = SITES.copy()
    if np.isfinite(spring):
        for _ in range(60):
            d = atoms - h
            r = np.linalg.norm(d, axis=1)
            force = STRENGTH * np.exp(-r / RHO) / RHO
            atoms = SITES + d * (force / (r * spring))[:, None]
    return atoms


def axial_force(s, spring):
    h = s * AXIS
    d = h - relaxed_atoms(h, spring)
    r = np.linalg.norm(d, axis=1)
    return np.sum(STRENGTH * np.exp(-r / RHO) / RHO * (d @ AXIS) / r)


def find_saddle(spring=np.inf):
    return brentq(axial_force, 0.08, 0.14, args=(spring,), xtol=1e-13)


# Stationary points and vibrations of the rigid host.
o_site = np.zeros(3)
t_site = np.ones(3) * LATTICE / 4
saddle_s = find_saddle()
saddle = saddle_s * AXIS
hessians = [pair_hessians(p).sum(axis=0) for p in (o_site, saddle, t_site)]
for point, hessian in zip((o_site, saddle, t_site), hessians):
    assert np.allclose(hessian, difference_hessian(point),
                       rtol=2e-4, atol=0.02)
q_o, q_s, q_t = [quanta(h) for h in hessians]
assert np.all(q_o > 0) and np.all(q_t > 0)
assert q_s[0] < 0 and np.all(q_s[1:] > 0)
e_o, e_s, e_t = energy(np.array([o_site, saddle, t_site]))
barrier, barrier_t = e_s - e_o, e_s - e_t
delta = 0.5 * (q_s[1:].sum() - q_o.sum())
delta_t = 0.5 * (q_s[1:].sum() - q_t.sum())
assert delta > 0 and delta_t < 0

# Nearest-shell formulas against differentiated energies of the two shells.
r_o, ring_radius = LATTICE / 2, LATTICE / np.sqrt(6)
octahedron = np.vstack((np.eye(3), -np.eye(3))) * r_o
ring = np.eye(3) * r_o
ring_center = np.ones(3) * LATTICE / 6


def shell_ratio(rho):
    return np.sqrt(0.75 * np.exp((r_o - ring_radius) / rho)
                   * (1 - rho / ring_radius) / (1 - 2 * rho / r_o))


for rho in (0.020, RHO, 0.047):
    ho = difference_hessian(o_site, octahedron, rho)
    hw = difference_hessian(ring_center, ring, rho)
    kt = TRANSVERSE[0] @ hw @ TRANSVERSE[0]
    ratio = np.sqrt(kt / (np.trace(ho) / 3))
    assert abs(ratio / shell_ratio(rho) - 1) < 5e-4
    assert (ratio > 1.5) == (rho < 0.04)
    phi_o = STRENGTH * np.exp(-r_o / rho)
    phi_w = STRENGTH * np.exp(-ring_radius / rho)
    ko_formula = 2 * phi_o * (1 / rho**2 - 2 / (rho * r_o))
    kt_formula = 1.5 * phi_w * (1 / rho**2 - 1 / (rho * ring_radius))
    kz_formula = -3 * phi_w / (rho * ring_radius)
    assert np.isclose(ho[0, 0], ko_formula, rtol=1e-3)
    assert np.isclose(kt, kt_formula, rtol=1e-3)
    assert np.isclose(AXIS @ hw @ AXIS, kz_formula, rtol=1e-3)
threshold = brentq(lambda x: shell_ratio(x) - 1.5, RHO, 0.048)


# Anharmonic ground energies on sinc grids.
def ground_energy(origin, axes, quantum, mass, count):
    sigma = np.sqrt(HBAR2_PER_U / (2 * mass * quantum))
    grid = np.linspace(-4.6 * sigma, 4.6 * sigma, count)
    step = grid[1] - grid[0]
    gap = np.arange(count)[:, None] - np.arange(count)[None, :]
    kinetic = np.where(gap == 0, np.pi**2 / 3,
                       2 * (-1.0)**np.abs(gap) / np.maximum(gap**2, 1))
    kinetic = csr_matrix(kinetic * HBAR2_PER_U / (2 * mass * step**2))
    dim = len(axes)
    coordinates = np.stack(np.meshgrid(*([grid] * dim), indexing="ij"), -1)
    points = origin + coordinates.reshape(-1, dim) @ axes
    hamiltonian = diags(energy(points) - energy(origin)[0], format="csr")
    for direction in range(dim):
        left = identity(count**direction, format="csr")
        right = identity(count**(dim - direction - 1), format="csr")
        hamiltonian = hamiltonian + kron(kron(left, kinetic), right)
    return eigsh(hamiltonian.tocsr(), k=1, which="SA", ncv=50,
                 tol=1e-9, return_eigenvectors=False)[0]


ground_o = ground_energy(o_site, np.eye(3), q_o[0], MASS_H, 15)
ground_s = ground_energy(saddle, TRANSVERSE, q_s[1], MASS_H, 21)
assert abs(ground_o - ground_energy(
    o_site, np.eye(3), q_o[0], MASS_H, 13)) < 3e-4
assert abs(ground_s - ground_energy(
    saddle, TRANSVERSE, q_s[1], MASS_H, 17)) < 3e-4
for origin, axes, q in ((o_site, np.eye(3), q_o),
                        (saddle, TRANSVERSE, q_s[1:])):
    heavy = ground_energy(origin, axes, q[0] / 10, 100 * MASS_H, 13)
    assert abs(heavy / (q.sum() / 20) - 1) < 0.01
delta_anharmonic = ground_s - ground_o
assert delta_anharmonic > 0


# Quantum rates, activation slopes and tunnelling.
def quantum_over_classical(temperature, mass=MASS_H):
    scale = np.sqrt(MASS_H / mass) / (2 * KB * temperature)
    xo, xs = q_o * scale, q_s[1:] * scale
    return np.prod(np.sinh(xo) / xo) / np.prod(np.sinh(xs) / xs)


def tunnel_factor(quantum, temperature):
    x = quantum / (2 * KB * temperature)
    assert 0 < x < np.pi
    return x / np.sin(x)


def log_rate_from_levels(beta):
    levels = np.arange(500) + 0.5
    log_q = lambda q: np.log(np.exp(-beta * q * levels).sum())
    return (-np.log(beta) - beta * barrier
            + sum(map(log_q, q_s[1:])) - sum(map(log_q, q_o)))


T_USE = 300.0
beta = 1 / (KB * T_USE)
thermal = lambda q: 0.5 * q / np.tanh(beta * q / 2)
activation = (barrier + thermal(q_s[1:]).sum()
              - thermal(q_o).sum() + KB * T_USE)
db = beta * 1e-4
slope = -(log_rate_from_levels(beta + db)
          - log_rate_from_levels(beta - db)) / (2 * db)
assert abs(slope - activation) < 1e-6

classical_log = (np.log(np.prod(q_o) / np.prod(q_s[1:])
                        / (2 * np.pi * const.hbar / const.e)) - beta * barrier)
quantum_log = (log_rate_from_levels(beta)
               - np.log(2 * np.pi * const.hbar / const.e))
assert np.isclose(np.exp(quantum_log - classical_log),
                  quantum_over_classical(T_USE), rtol=1e-8)

bare_top = -q_s[0]
integral = quad(lambda e: beta * expit(2*np.pi*e/bare_top)
                * np.exp(-beta*e), -1.5, 1.5, points=[0], limit=300)[0]
assert np.isclose(integral, tunnel_factor(bare_top, T_USE), rtol=1e-6)

hot = 2000.0
hot_log = np.log(quantum_over_classical(hot) * tunnel_factor(bare_top, hot))
laplacians = [np.trace(difference_hessian(p)) for p in (saddle, o_site)]
hot_formula = -(HBAR2_PER_U / (24 * MASS_H * (KB * hot)**2)
                * (laplacians[0] - laplacians[1]))
assert abs(hot_log / hot_formula - 1) < 0.03


def transverse_zero_point(s, mass):
    h = pair_hessians(s * AXIS).sum(axis=0)
    k = np.array([v @ h @ v for v in TRANSVERSE])
    return 0.5 * np.sqrt(k * HBAR2_PER_U / mass).sum()


def sharpened_top(mass):
    step = 1e-4
    z = [transverse_zero_point(saddle_s + x, mass) for x in (-step, 0, step)]
    curvature = AXIS @ hessians[1] @ AXIS + (z[0]-2*z[1]+z[2])/step**2
    assert curvature < 0
    return np.sqrt(-curvature * HBAR2_PER_U / mass)


top_h, top_d = sharpened_top(MASS_H), sharpened_top(MASS_D)
assert top_h > bare_top
rate_data = []
for temperature in (300.0, 200.0):
    qh = quantum_over_classical(temperature)
    qd = quantum_over_classical(temperature, MASS_D)
    kh, kd = tunnel_factor(top_h, temperature), tunnel_factor(top_d, temperature)
    isotope = np.sqrt(MASS_D / MASS_H) * qh / qd
    rate_data.append((temperature, qh, kh, qh*kh, isotope, isotope*kh/kd))
    assert qh * kh < 1 and kh > kd
activation_tunnel = activation - (
    np.log(tunnel_factor(top_h, 1/(KB*(beta+db))))
    - np.log(tunnel_factor(top_h, 1/(KB*(beta-db))))) / (2*db)


# Relaxed host: coupled vibrations of hydrogen and tethered metal atoms.
def coupled_zero_point(h, atoms, spring):
    blocks = pair_hessians(h, atoms)
    size = 3 * len(atoms) + 3
    matrix = np.zeros((size, size))
    matrix[:3, :3] = blocks.sum(axis=0)
    for j, block in enumerate(blocks):
        part = slice(3*j + 3, 3*j + 6)
        matrix[:3, part] = -block
        matrix[part, :3] = -block
        matrix[part, part] = block + spring * np.eye(3)
    masses = np.r_[np.full(3, MASS_H), np.full(size - 3, MASS_HOST)]
    values = np.linalg.eigvalsh(matrix / np.sqrt(np.outer(masses, masses)))
    stable = values[values > 0]
    return 0.5*np.sqrt(stable*HBAR2_PER_U).sum(), np.sum(values < 0)


def relaxed_barrier(spring):
    results = []
    for s in (0.0, find_saddle(spring)):
        h = s * AXIS
        atoms = relaxed_atoms(h, spring)
        potential = energy(h, atoms)[0] + 0.5*spring*np.sum((atoms-SITES)**2)
        zero_point, unstable = coupled_zero_point(h, atoms, spring)
        results.append((potential, zero_point, unstable))
    assert results[0][2] == 0 and results[1][2] == 1
    return results[1][0]-results[0][0], results[1][1]-results[0][1]


rigid_limit = relaxed_barrier(1e7)
assert abs(rigid_limit[0] - barrier) < 1e-4
assert abs(rigid_limit[1] - delta) < 1e-4
barrier_relaxed, delta_relaxed = relaxed_barrier(HOST_SPRING)
assert barrier_relaxed < barrier and delta_relaxed > 0


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Lattice parameter", LATTICE, "nm")
show("Repulsion range rho", RHO, "nm")
show("Repulsion strength A", STRENGTH, "eV", 1)
show("Hydrogen mass", MASS_H, "u", 5)
show("Deuterium mass", MASS_D, "u", 5)
show("O to nearest metal", r_o, "nm", 4)
show("Window radius", ring_radius, "nm", 4)
show("O to saddle", saddle_s, "nm", 4)
show("O force constant", hessians[0][0, 0], "eV/nm2", 2)
show("Saddle transverse force constant",
     TRANSVERSE[0] @ hessians[1] @ TRANSVERSE[0], "eV/nm2", 2)
show("Saddle axial force constant", AXIS @ hessians[1] @ AXIS, "eV/nm2", 2)
show("O quantum, each of three", 1000*q_o[0], "meV", 2)
show("Saddle transverse quantum, each of two", 1000*q_s[1], "meV", 2)
show("Saddle unstable quantum, magnitude", 1000*bare_top, "meV", 2)
show("T quantum, each of three", 1000*q_t[0], "meV", 2)
show("Full-lattice frequency ratio", q_s[1]/q_o[0], "")
show("Nearest-shell frequency ratio", shell_ratio(RHO), "")
show("Nearest-shell threshold rho", threshold, "nm", 4)
show("O zero-point energy", 500*q_o.sum(), "meV", 2)
show("Saddle zero-point energy", 500*q_s[1:].sum(), "meV", 2)
show("Classical barrier from O", barrier, "eV", 4)
show("H zero-point correction from O", 1000*delta, "meV", 2)
show("H corrected barrier from O", barrier+delta, "eV", 4)
show("H corrected barrier from O", (barrier+delta)*const.e*const.N_A/1000,
     "kJ/mol", 2)
show("D zero-point correction from O",
     1000*delta*np.sqrt(MASS_H/MASS_D), "meV", 2)
show("Classical barrier from T", 1000*barrier_t, "meV", 2)
show("H harmonic correction from T", 1000*delta_t, "meV", 2)
show("Anharmonic O ground energy", 1000*ground_o, "meV", 2)
show("Anharmonic saddle ground energy", 1000*ground_s, "meV", 2)
show("Anharmonic correction from O", 1000*delta_anharmonic, "meV", 2)
show("300 K activation energy, no tunnelling", activation, "eV", 4)
show("300 K activation energy, tunnelling", activation_tunnel, "eV", 4)
show("Sharpened unstable quantum, H", 1000*top_h, "meV", 2)
show("Tunnelling crossover, H", top_h/(2*np.pi*KB), "K", 1)
show("2000 K log quantum/classical rate", hot_log, "", 5)
show("2000 K Laplacian formula", hot_formula, "", 5)
for temperature, qh, kh, total, isotope, isotope_tunnel in rate_data:
    prefix = f"{temperature:.0f} K "
    show(prefix+"H quantum/classical, no tunnelling", qh, "")
    show(prefix+"H tunnelling factor", kh, "")
    show(prefix+"H quantum/classical, tunnelling", total, "")
    show(prefix+"H/D rate ratio, no tunnelling", isotope, "")
    show(prefix+"H/D rate ratio, tunnelling", isotope_tunnel, "")
show("Host tether", HOST_SPRING, "eV/nm2", 1)
show("Host atom mass", MASS_HOST, "u", 2)
show("Host tether quantum",
     1000*np.sqrt(HOST_SPRING*HBAR2_PER_U/MASS_HOST), "meV", 2)
show("Relaxed classical barrier", barrier_relaxed, "eV", 4)
show("Relaxed coupled zero-point correction", 1000*delta_relaxed, "meV", 2)
show("Relaxed corrected barrier", barrier_relaxed+delta_relaxed, "eV", 4)
print("tests ok")
```

It prints:

```
Lattice parameter: 0.390 nm
Repulsion range rho: 0.025 nm
Repulsion strength A: 80.0 eV
Hydrogen mass: 1.00783 u
Deuterium mass: 2.01410 u
O to nearest metal: 0.1950 nm
Window radius: 0.1592 nm
O to saddle: 0.1159 nm
O force constant: 78.42 eV/nm2
Saddle transverse force constant: 276.12 eV/nm2
Saddle axial force constant: -81.26 eV/nm2
O quantum, each of three: 57.03 meV
Saddle transverse quantum, each of two: 107.02 meV
Saddle unstable quantum, magnitude: 58.06 meV
T quantum, each of three: 76.48 meV
Full-lattice frequency ratio: 1.877
Nearest-shell frequency ratio: 1.886
Nearest-shell threshold rho: 0.0430 nm
O zero-point energy: 85.55 meV
Saddle zero-point energy: 107.02 meV
Classical barrier from O: 0.2291 eV
H zero-point correction from O: 21.47 meV
H corrected barrier from O: 0.2506 eV
H corrected barrier from O: 24.18 kJ/mol
D zero-point correction from O: 15.19 meV
Classical barrier from T: 51.52 meV
H harmonic correction from T: -7.70 meV
Anharmonic O ground energy: 89.08 meV
Anharmonic saddle ground energy: 108.58 meV
Anharmonic correction from O: 19.50 meV
300 K activation energy, no tunnelling: 0.2587 eV
300 K activation energy, tunnelling: 0.2436 eV
Sharpened unstable quantum, H: 64.64 meV
Tunnelling crossover, H: 119.4 K
2000 K log quantum/classical rate: -0.01362
2000 K Laplacian formula: -0.01372
300 K H quantum/classical, no tunnelling: 0.506
300 K H tunnelling factor: 1.317
300 K H quantum/classical, tunnelling: 0.667
300 K H/D rate ratio, no tunnelling: 1.037
300 K H/D rate ratio, tunnelling: 1.204
200 K H quantum/classical, no tunnelling: 0.275
200 K H tunnelling factor: 1.966
200 K H quantum/classical, tunnelling: 0.540
200 K H/D rate ratio, no tunnelling: 0.824
200 K H/D rate ratio, tunnelling: 1.207
Host tether: 1000.0 eV/nm2
Host atom mass: 106.42 u
Host tether quantum: 19.82 meV
Relaxed classical barrier: 0.1966 eV
Relaxed coupled zero-point correction: 14.26 meV
Relaxed corrected barrier: 0.2109 eV
tests ok
```
